# Restricted open-shell orbital energies depend on the chosen diagonal blocks

**Q:** I have a restricted open-shell Hartree-Fock (ROHF) calculation on the nitrogen atom. It puts the 2p level at $-0.179$ hartree. By Koopmans' theorem, removing a 2p electron with the other orbitals frozen therefore costs $0.179$ hartree. The orbitals are converged, so I take the orbital energy to be as well defined as the total energy.

**A:** The total energy is well defined, but that level belongs to a convention. Before we talk about ionization, let us see what convergence fixes.

Take a high-spin determinant $\Psi$ with doubly occupied orbitals $c$, singly occupied alpha orbitals $o$ and empty orbitals $v$. There are $2S$ open orbitals, and $S>0$. All orbitals are real and orthonormal, and both spins share them. Let $P^\sigma$ be the density matrix of spin $\sigma$, and $P=P^\alpha+P^\beta$. With $(pq|rs)$ the repulsion between the charge distributions $pq$ and $rs$, define

$$J_{pq}[P]=\sum_{rs}(pq|rs)P_{rs},\qquad K_{pq}[P^\sigma]=\sum_{rs}(pr|qs)P^\sigma_{rs}.$$

For a fixed nucleus the energy is

$$E=\mathrm{Tr}(hP)+\tfrac12\mathrm{Tr}(J[P]P)-\tfrac12\sum_\sigma\mathrm{Tr}(K[P^\sigma]P^\sigma).$$

Both quadratic terms are symmetric bilinear forms. Varying either density factor gives the same contribution, which cancels the factor $\tfrac12$:

$$dE=\sum_\sigma\mathrm{Tr}(F^\sigma dP^\sigma),\qquad F^\sigma=h+J[P]-K[P^\sigma].$$

There are thus two Fock matrices but one set of orbitals.

**Q:** Surely the orbitals are the eigenvectors of some Fock matrix. Which one?

**A:** Ask first what stationarity demands. Rotate two orbitals by a small angle, $p\to p+\theta q$ and $q\to q-\theta p$. If their occupations in spin $\sigma$ are $n_p^\sigma$ and $n_q^\sigma$, then to first order

$$dP^\sigma=\theta\,(n_p^\sigma-n_q^\sigma)(pq^T+qp^T).$$

Since $F^\sigma$ is symmetric, the two terms contribute equally:

$$\frac{dE}{d\theta}=2\sum_\sigma(n_p^\sigma-n_q^\sigma)F^\sigma_{pq}.$$

A closed-virtual pair differs in both occupations, an open-virtual pair only in alpha, and a closed-open pair only in beta. The conditions are therefore

$$(F^\alpha+F^\beta)_{cv}=0,\qquad F^\alpha_{ov}=0,\qquad F^\beta_{co}=0.$$

For two orbitals of the same class the occupation differences vanish. Rotations within a class leave both densities unchanged, at finite angles too, because each density contains the projector on a whole class. Stationarity therefore places no condition on the diagonal blocks.

To get a single eigenvalue problem, one assembles a matrix $R$, the Roothaan operator, with

$$R_{cv}=\tfrac12(F^\alpha+F^\beta)_{cv},\quad R_{ov}=F^\alpha_{ov},\quad R_{co}=F^\beta_{co},$$

and, for each class $x$,

$$R_{xx}=a_xF^\alpha_{xx}+b_xF^\beta_{xx}+\lambda_x\mathbf 1.$$

At a stationary point the off-diagonal blocks vanish, whatever $a_x$, $b_x$ and $\lambda_x$ are. Eigenvectors can then be chosen within the classes, and they reproduce the same densities. Conversely, if the eigenvectors assigned to the three classes reproduce those classes, the off-diagonal blocks are zero and the energy is stationary.

The assignment matters. A large $\lambda_x$ can put an empty level below an occupied one, so filling the lowest levels may select another state. The choice can also affect whether an iteration converges. It does not change the stationary conditions.

**Q:** Could I really add a constant to a block and call the result an orbital energy?

**A:** Yes, as an eigenvalue of $R$. Here is lithium, a nonrelativistic free atom in the cc-pVTZ basis. The half-half choice uses $a=b=\tfrac12$ and $\lambda=0$ in every block. The shifted choice adds $-0.5$ hartree to the closed block and $+0.5$ hartree to the virtual block.

| Choice | 1s / hartree | 2s / hartree | lowest virtual / hartree |
|---|---:|---:|---:|
| half-half | $-2.4777$ | $-0.0793$ | $0.0328$ |
| shifted | $-2.9777$ | $-0.0793$ | $0.5328$ |

The shifted solution was iterated separately from displaced orbitals, with convergence acceleration and with the classes followed by overlap. Both solutions have the total energy $-7.432679$ hartree. Nothing about the atom has changed, although its 1s level has moved by half a hartree.

**Q:** Then perhaps the whole matrix is arbitrary.

**A:** No. The off-diagonal blocks carry the stationary conditions. They may be multiplied by nonzero factors, but they must vanish when the gradients vanish.

Suppose we replace $F^\beta_{co}$ by the average $\tfrac12(F^\alpha+F^\beta)_{co}$. The Fock matrices differ by the exchange with the open electrons:

$$F^\beta-F^\alpha=K^o,\qquad K^o_{pq}=\sum_{m\in o}(pm|qm).$$

The average is $F^\beta-\tfrac12K^o$. Setting its closed-open block to zero leaves $F^\beta_{co}=\tfrac12K^o_{co}$, which is not stationary unless $K^o_{co}=0$. In lithium, iterating with this wrong block gives an energy $0.89$ microhartree above the ROHF value. The error is small, but it is an error in the state, whereas the half-hartree shift above was none.

**Q:** Fine, but Koopmans' theorem is about a physical process. Does it not single out the right diagonal blocks?

**A:** It does once the process is named. Let us remove an electron of spin $\sigma$ and compute the Hamiltonian between the resulting hole states. The orbitals $i,j$ are occupied in that spin, and

$$H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs\sigma\tau}(pq|rs)a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

Write $Ha_{j\sigma}=a_{j\sigma}H+[H,a_{j\sigma}]$. In the first term let $a^\dagger_{i\sigma}a_{j\sigma}$ act to the left. Its adjoint gives $a^\dagger_{j\sigma}a_{i\sigma}\Psi=\delta_{ij}\Psi$, since $j$ is already filled when $i\ne j$. That term is $E\delta_{ij}$, and $\Psi$ need not be an eigenstate of $H$.

For the commutator, moving $a_{j\sigma}$ through one creation operator gives $-h_{jq}a_{q\sigma}$. The two creation operators of the repulsion give equal terms after relabelling, which removes the $\tfrac12$:

$$[H,a_{j\sigma}]=-\sum_q h_{jq}a_{q\sigma}-\sum_{qrs\tau}(jq|rs)a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

In a determinant the four-operator average is a direct product minus an exchanged product:

$$\langle a^\dagger_{i\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}\rangle=\delta_{iq}P^\tau_{rs}-\delta_{\sigma\tau}\delta_{is}P^\sigma_{rq}.$$

Inserting this gives $-h_{ji}-J_{ji}+K_{ji}[P^\sigma]=-F^\sigma_{ji}$. Hence

$$\langle a_{i\sigma}\Psi|H|a_{j\sigma}\Psi\rangle=E\delta_{ij}-F^\sigma_{ij}.$$

If $\varepsilon$ is an eigenvalue of the relevant block of $F^\sigma$, the frozen ionization energy is $-\varepsilon$. The eigenvectors also make the Hamiltonian diagonal among the holes of that block.

**Q:** Which matrix applies to my 2p electron?

**A:** It is an open alpha electron, so the matrix is $F^\alpha_{oo}$. Its eigenvalue in nitrogen is $-0.56629$ hartree. The frozen ionization energy is $0.56629$ hartree, or $15.41$ eV. Your $0.17865$ hartree came from half-half blocks.

**Q:** That is a factor of three. What does the half-half number mean, if anything?

**A:** For that we need electron attachment. Let $a,b$ be empty in spin $\sigma$. Write $Ha^\dagger_{b\sigma}=a^\dagger_{b\sigma}H+[H,a^\dagger_{b\sigma}]$. Acting to the left, $a_{a\sigma}a^\dagger_{b\sigma}$ again gives $\delta_{ab}$, and

$$[H,a^\dagger_{b\sigma}]=\sum_p h_{pb}a^\dagger_{p\sigma}+\sum_{prs\tau}(pb|rs)a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}.$$

The average needed is

$$\langle a_{a\sigma}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}\rangle=\delta_{ap}P^\tau_{rs}-\delta_{\sigma\tau}\delta_{ar}P^\sigma_{ps}.$$

The sum is $h_{ab}+J_{ab}-K_{ab}[P^\sigma]$, so

$$\langle a^\dagger_{a\sigma}\Psi|H|a^\dagger_{b\sigma}\Psi\rangle=E\delta_{ab}+F^\sigma_{ab}.$$

An open orbital can accept a beta electron. The frozen electron affinity $A$, defined as the neutral energy minus the anion energy, is then minus an eigenvalue of $F^\beta_{oo}$. With $I$ for the frozen ionization energy, a single open orbital, or a shell of equivalent ones as in nitrogen, gives

$$\varepsilon_{\text{half-half}}=\tfrac12(-I-A)=-\frac{I+A}{2}.$$

For nitrogen $A=-0.20899$ hartree, so the frozen anion lies above the atom. The arithmetic is $(0.56629-0.20899)/2=0.17865$ hartree, which is your number. For lithium, $(0.19631-0.03776)/2=0.0793$ hartree, while the frozen 2s ionization energy is $0.19631$ hartree, or $5.34$ eV.

**Q:** Could a cleverer open block give both the ionization energy and the affinity?

**A:** Not through the same eigenvalues. Removal needs the spectrum of $F^\alpha_{oo}$ and attachment that of $F^\beta_{oo}$. The traces of these blocks differ by

$$\sum_{m,n\in o}(mn|mn)>0.$$

Each term is the Coulomb self-repulsion of the distribution $mn$ and cannot be negative. The terms with $m=n$ are positive. The two spectra therefore cannot coincide when an open shell exists.

**Q:** The closed shell should be simpler. Both electrons in 2s have the same orbital, so one energy should do.

**A:** They share the orbital but not the exchange. An alpha electron in 2s exchanges with the open alpha electrons, and a beta electron does not. The spin of the ion matters as well.

Remove a closed beta electron. The ion has spin projection $M=S+\tfrac12$. Every remaining beta electron has an alpha partner in its orbital, so the raising operator $S_+$ gives zero. The ion is a pure spin state with total spin $S+\tfrac12$, and its closed block is $F^\beta_{cc}$.

The same argument covers three other processes. Removing an open alpha electron, or adding a beta electron to an open orbital, gives pure spin $S-\tfrac12$. Adding an alpha electron to a virtual orbital gives pure spin $S+\tfrac12$.

Removing a closed alpha electron is different. It leaves an unpaired beta electron, and the determinant $d_i=a_{i\alpha}\Psi$ mixes the two ion spins.

**Q:** Then $-F^\alpha_{ii}$ would be an average over two ions. Can the low-spin one be separated?

**A:** Yes. Raising the unpaired beta electron gives

$$S_+d_i=a^\dagger_{i\alpha}a_{i\beta}a_{i\alpha}\Psi=-a_{i\beta}\Psi,$$

which has norm one. Use $\mathbf S^2=S_-S_++M(M+1)$ with $M=S-\tfrac12$. On the low-spin component $S_-S_+$ is zero. On the high-spin component it is

$$(S+\tfrac12)(S+\tfrac32)-(S-\tfrac12)(S+\tfrac12)=2S+1.$$

Its average in $d_i$ is one, so the high-spin weight is $1/(2S+1)$ and the low-spin weight is $w=2S/(2S+1)$.

The high-spin component itself is $S_-S_+d_i/(2S+1)=-S_-a_{i\beta}\Psi/(2S+1)$. Because $H$ commutes with spin, its matrix elements are

$$\frac{\langle a_{i\beta}\Psi|S_+S_-H|a_{j\beta}\Psi\rangle}{(2S+1)^2}=\frac{E\delta_{ij}-F^\beta_{ij}}{2S+1}.$$

Here $S_+S_-$ acts on a state of maximal projection $S+\tfrac12$ and gives $2(S+\tfrac12)=2S+1$, which cancels one denominator.

There are no Hamiltonian elements between different total spins. Subtract the high-spin part from the full matrix $E\delta_{ij}-F^\alpha_{ij}$ and divide by $w$, the squared norm of the low-spin component:

$$\frac1w\left[E\delta_{ij}-F^\alpha_{ij}-\frac{E\delta_{ij}-F^\beta_{ij}}{2S+1}\right]=E\delta_{ij}-F^{\rm low}_{ij},$$

$$F^{\rm low}=\frac{(2S+1)F^\alpha-F^\beta}{2S}=F^\alpha-\frac{K^o}{2S}.$$

The last form follows from $F^\beta=F^\alpha+K^o$. For one fixed closed orbital, the low-spin ion lies above the high-spin ion by

$$F^\beta_{ii}-F^{\rm low}_{ii}=\frac{2S+1}{2S}K^o_{ii}.$$

**Q:** How large is this in the two atoms?

**A:** In lithium $S=\tfrac12$, so the splitting is $2K^o_{ii}$. The frozen 1s ionization energies are $2.47058$ hartree to the triplet ion and $2.49915$ hartree to the singlet. Their difference is $0.02857$ hartree, so $K^o_{ii}=0.01429$ hartree. The half-half level lies $K^o_{ii}/2$ below the $F^\beta$ level: $-2.47058-0.00714=-2.47772$ hartree. It matches neither ion.

In nitrogen $S=\tfrac32$, and the splitting for 2s is much larger:

| Closed-block choice | 1s / hartree | 2s / hartree |
|---|---:|---:|
| $F^\beta$, ion spin 2 | $-15.5850$ | $-0.7384$ |
| half-half | $-15.6281$ | $-0.9445$ |
| $F^{\rm low}$, ion spin 1 | $-15.7005$ | $-1.2875$ |

Taking a 2s electron out costs $0.738$ or $1.288$ hartree in the frozen picture, depending on the spin of the ion. One orbital energy cannot report two thresholds. The spin-1 value belongs to the ³S term, in which the three 2p electrons keep their parallel coupling. It is not the lowest spin-1 state of 2s2p³: in the same frozen orbitals ³D and ³P lie near $0.98$ and $1.05$ hartree, but removing one electron from $\Psi$ does not reach them.

**Q:** Are these at least energies of the same 2s orbital?

**A:** Not quite. With two closed orbitals of the same symmetry, diagonalizing different blocks can rotate them into each other. Between the $F^\beta$ and $F^{\rm low}$ choices the rotation is $8.5$ milliradians. The closed density is unchanged, but "the 2s orbital" has changed slightly. Lithium has one closed orbital and therefore no such freedom apart from its sign. Its 1s energy is arbitrary all the same.

**Q:** What happens when the open shell disappears?

**A:** Then $P^\alpha=P^\beta$ and $F^\alpha=F^\beta$. One Fock matrix gives both removal and attachment energies, which is the usual closed-shell theorem. One could still shift a block without changing the state, but the unshifted matrix gives the frozen removal and attachment energies together. A gap between its levels is still not an excitation energy, because the excited electron interacts with the hole it leaves. The formula for $F^{\rm low}$ does not apply at $S=0$, because the low-spin weight is zero and no ion of spin $-\tfrac12$ exists.

For large $S$, the high-spin admixture in $d_i$ falls as $1/(2S+1)$. The energy splitting need not fall. If $\bar K=K^o_{ii}/(2S)$ is the mean exchange with one open electron, the splitting is $(2S+1)\bar K$.

**Q:** Suppose I use $F^\beta$ for the closed block and $F^\alpha$ for the open and virtual blocks. Are all my ions now stationary within the frozen orbitals?

**A:** That choice gives correct frozen energy differences for high-spin closed holes, for open-shell removal and for high-spin attachment to virtuals. Stationarity is a stronger claim, because holes from different classes may mix.

An open hole $a_{m\alpha}\Psi$ has spin $S-\tfrac12$, the same as a low-spin closed hole. The matrix element of $H$ between them is $-F^\alpha_{mi}$ before normalization. The spin projection does not alter it, since the open hole has no high-spin part. Normalizing the closed hole gives

$$V_{mi}=-\frac{F^\alpha_{mi}}{\sqrt w}=\frac{K^o_{mi}}{\sqrt w},$$

where the second form uses $F^\beta_{co}=0$. The ROHF conditions do not make this vanish.

In nitrogen the half-filled p shell is spherical, so $F^\alpha$ cannot connect s with p, and $V=0$. This removes the mixing among single holes only. The 2p hole still couples to configurations with two s electrons promoted into 2p. That correlation effect lowers it by $0.018$ hartree within the same five frozen orbitals. In lithium 1s and 2s have the same symmetry, and $|V|=0.004051$ hartree. The two hole states are separated by $2.49915-0.19631=2.30284$ hartree. To leading order the lower one drops by

$$\frac{V^2}{2.30284\ \text{hartree}}=\frac{(0.004051)^2}{2.30284}\ \text{hartree}=7.13\times10^{-6}\ \text{hartree}.$$

Diagonalizing the two-by-two problem also gives $7.13$ microhartree. So $0.19631$ hartree is the correct energy difference for the frozen determinant, but that determinant is not stationary even in this two-state space.

**Q:** Is that mixing the same as orbital relaxation?

**A:** It is part of it. Mixing the configuration 1s² with singlet 1s2s changes the 1s orbital of the ion towards 2s, to first order. A full relaxation may also use the virtual orbitals. A separate restricted Hartree-Fock calculation on Li⁺ in the same basis lowers the ionization energy by $10.8$ microhartree from its frozen value. Relaxation is thus tiny for this electron. That says nothing about core holes or about nitrogen, for which I have given no relaxed energies.

All these values also omit electron correlation and relativity, and they carry the error of a finite basis. In a near-complete basis of s and p functions, nitrogen's $I$ rises from $0.5663$ to $0.5676$ hartree ($15.44$ eV), $A$ goes from $-0.2090$ to $-0.2070$, the half-half 2p level goes from $-0.1787$ to $-0.1803$, and the closed levels move by about $0.001$ hartree. The frozen ionization energies and affinity of lithium move by less than $0.0001$ hartree, and its relaxation becomes $11.1$ microhartree. Positive virtual levels need particular care: this basis represents unbound electrons by a few localized functions. Naming the right block makes an eigenvalue a frozen energy difference. It does not make it a measured energy.

**Q:** Can I still use the gap between the highest occupied and lowest virtual levels?

**A:** Only with the blocks stated. For nitrogen the half-half gap is $0.63976+0.17865=0.81841$ hartree. With $F^\alpha$ in the open and virtual blocks it is $0.58531+0.56629=1.15160$ hartree. The shifts used for lithium would add $0.5$ hartree to the half-half gap.

Even the $F^\alpha$ gap answers a particular question: it combines removal of a 2p electron with attachment of an alpha electron to a virtual orbital. In this basis, attachment of a beta electron to 2p costs less, $0.20899$ hartree. Combining that process with removal gives $I-A=0.56629+0.20899=0.77528$ hartree. The order of the two attachments is not a property of the atom: an electron in a very diffuse orbital costs almost nothing, so adding diffuse functions lowers the virtual level and can reverse it. In aug-cc-pVTZ the virtual level is $0.121$ hartree, below the $0.206$ hartree for beta attachment to 2p, and the $F^\alpha$ gap shrinks from $1.152$ to $0.688$ hartree.

**Q:** What should I do with my existing nitrogen calculation? Must I converge it again?

**A:** No. Build $F^\alpha$ and $F^\beta$ from the converged densities and diagonalize the block for the process you want. For 2p removal that is $F^\alpha_{oo}$. For a 2s hole, decide first whether the ion has spin 2 or spin 1, then use $F^\beta_{cc}$ or $F^{\rm low}_{cc}$. Quote the choice along with the energy.

**Q:** Would the same repair work for a restricted open-shell hybrid functional?

**A:** Half of it carries over. If the functional's spin Fock matrices are defined by $dE=\sum_\sigma\mathrm{Tr}(F^\sigma dP^\sigma)$, the rotation argument is unchanged, and the diagonal blocks are again free. The Koopmans part used more: the energies were expectation values of $H$, and the hole matrix elements followed from its commutators. A general hybrid energy is not such an expectation value. Choosing $F^\alpha_{oo}$ there removes the ambiguity of the block, but the derivation above does not turn its eigenvalue into a finite ionization energy.
